# Collapse and revival of Larmor precession for F = 1: verification in Python

```python
"""Collapse and revival of Larmor precession for an F=1 hyperfine level.

Result under test: with level energies E_m = E_0 + p*m + q*m^2, a spin
polarized at angle theta to the field has
  <F_x + i F_y> = sin(theta) exp(i p t/hbar)
                  * [cos(q t/hbar) + i cos(theta) sin(q t/hbar)],
and q = ((gJ-gI) muB B)^2 / (16 Delta) at low field for I=3/2, J=1/2.
Delta: hyperfine splitting; B: field in gauss; gJ, gI: electronic and
nuclear g factors, both multiplying muB. Energies are divided by h (Hz).
F is in units of hbar.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm

# Bohr magneton e*hbar/(2*m*c) in Gaussian units, then divided by h
charge_esu = const.e * const.c * 10
mu_erg_per_gauss = (charge_esu * const.hbar * 1e7
                    / (2 * const.m_e * 1e3 * const.c * 100))
mu = mu_erg_per_gauss / (const.h * 1e7)          # Hz/G
mu_reference = const.physical_constants["Bohr magneton in Hz/T"][0] * 1e-4
assert abs(mu / mu_reference - 1) < 1e-8

g_j = abs(const.physical_constants["electron g factor"][0])
g_i = -0.001
splitting = 5e9                                   # Hz
field = 1.0                                       # G


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    plus = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((plus + plus.T) / 2 + 0j, (plus - plus.T) / 2j,
            np.diag(m) + 0j)


electron = [np.kron(s, np.eye(4)) for s in spin_matrices(0.5)]
nucleus = [np.kron(np.eye(2), s) for s in spin_matrices(1.5)]
total = [a + b for a, b in zip(electron, nucleus)]
dot_product = sum(a @ b for a, b in zip(electron, nucleus))


def hamiltonian(b):
    return (splitting / 2 * dot_product
            + mu * b * (g_j * electron[2] + g_i * nucleus[2]))


def x_of(b):
    return (g_j - g_i) * mu * b / splitting


def level(b, m, sign=-1):
    x = x_of(b)
    return (-splitting / 8 + g_i * mu * b * m
            + sign * splitting / 2 * np.sqrt(1 + m * x + x * x))


def p_of(b):
    return (level(b, 1) - level(b, -1)) / 2


def q_of(b):
    return (level(b, 1) + level(b, -1) - 2 * level(b, 0)) / 2


# Closed-form levels against diagonalization, weak to strong field
for b in (1.0, 50.0, 1000.0):
    formula_levels = ([level(b, m) for m in (-1, 0, 1)]
                      + [level(b, m, 1) for m in range(-2, 3)])
    assert np.allclose(np.linalg.eigvalsh(hamiltonian(b)),
                       np.sort(formula_levels), rtol=0, atol=1e-3)

# Low-field expansions, symbolically (energy in units of Delta, gI term off)
xs = sp.symbols("x")
lower = {m: -sp.sqrt(1 + m * xs + xs**2) / 2 for m in (-1, 0, 1)}
p_series = sp.series((lower[1] - lower[-1]) / 2, xs, 0, 5).removeO()
q_series = sp.series((lower[1] + lower[-1]) / 2 - lower[0],
                     xs, 0, 6).removeO()
assert sp.expand(p_series - (-xs / 4 + 3 * xs**3 / 32)) == 0
assert sp.expand(q_series - (xs**2 / 16 - 19 * xs**4 / 256)) == 0

# Leading correction to q from the diagonalized levels at 50 G
e50 = np.linalg.eigvalsh(hamiltonian(50.0))
q50 = (e50[0] + e50[2]) / 2 - e50[1]
coefficient = ((g_j - g_i) * mu) ** 2 / (16 * splitting)   # Hz/G^2
deviation50 = q50 / (coefficient * 50.0**2) - 1
assert abs(deviation50 + 19 * x_of(50.0) ** 2 / 16) < 1e-5

# Three-level dynamics for several tilts, by matrix exponentials
fx, fy, fz = spin_matrices(1)
top = np.array([1, 0, 0], complex)
p_test, q_test = 3.7, 0.6                         # angular frequencies
for theta in (0.4, np.pi / 3, np.pi / 2, 2.3):
    start = expm(-1j * theta * fy) @ top
    for t in (0.3, 1.7, 4.1):
        psi = expm(-1j * t * (p_test * fz + q_test * fz @ fz)) @ start
        signal = np.vdot(psi, (fx + 1j * fy) @ psi)
        expected = (np.sin(theta) * np.exp(1j * p_test * t)
                    * (np.cos(q_test * t)
                       + 1j * np.cos(theta) * np.sin(q_test * t)))
        assert abs(signal - expected) < 1e-11

# Minimum amplitude for a 60 degree tilt, from a scan of the dynamics
tilt = np.pi / 3
start60 = expm(-1j * tilt * fy) @ top
scan = []
for angle in np.linspace(0, np.pi, 1001):
    psi = np.exp(-1j * angle * np.array([1, 0, 1])) * start60
    scan.append(abs(np.vdot(psi, (fx + 1j * fy) @ psi)))
assert abs(min(scan) - np.sin(tilt) * abs(np.cos(tilt))) < 1e-10

# Exchange between spin and alignment under the quadratic term alone
q_yz = fy @ fz + fz @ fy
q_xz = fx @ fz + fz @ fx
assert np.allclose(fz @ fx @ fz, 0)
assert np.allclose(fz @ fz @ fx + fx @ fz @ fz, fx)
for angle in (0.4, 1.3, 2.9):
    u = expm(-1j * angle * fz @ fz)
    c, s = np.cos(angle), np.sin(angle)
    pairs = ((fx, fx * c - q_yz * s), (q_yz, q_yz * c + fx * s),
             (fy, fy * c + q_xz * s), (q_xz, q_xz * c - fy * s))
    for operator, evolved in pairs:
        assert np.allclose(u.conj().T @ operator @ u, evolved)

# State at collapse: zero mean spin, alignment with one null direction
start90 = expm(-1j * np.pi / 2 * fy) @ top
collapsed = expm(-1j * np.pi / 2 * fz @ fz) @ start90
mean_spin = np.array([np.vdot(collapsed, f @ collapsed).real
                      for f in (fx, fy, fz)])
tensor = np.array([[np.vdot(collapsed, (a @ b + b @ a) @ collapsed).real / 2
                    for b in (fx, fy, fz)] for a in (fx, fy, fz)])
tensor_values, tensor_vectors = np.linalg.eigh(tensor)
director = tensor_vectors[:, 0]
director = director * np.sign(director[1])
assert np.linalg.norm(mean_spin) < 1e-12
assert np.allclose(tensor_values, [0, 1, 1])
assert np.allclose(director, np.array([0, 1, -1]) / np.sqrt(2))
revived = expm(-1j * np.pi * fz @ fz) @ start90
revived_x = np.vdot(revived, fx @ revived).real
assert abs(revived_x + 1) < 1e-12

# Full eight-state evolution of a zero-field F=1 state polarized along x
f_squared = sum(f @ f for f in total)
initial = np.linalg.eigh(10 * f_squared + total[0])[1][:, 2]
assert abs(np.vdot(initial, total[0] @ initial).real - 1) < 1e-12
energies, vectors = np.linalg.eigh(hamiltonian(field))
projections = vectors.conj().T @ initial
f_plus = total[0] + 1j * total[1]


def full_signal(t):
    psi = vectors @ (np.exp(-2j * np.pi * energies * t) * projections)
    return np.vdot(psi, f_plus @ psi)


p_value, q_value = p_of(field), q_of(field)
q_low = coefficient * field**2
t_collapse, t_revival = 1 / (4 * q_low), 1 / (2 * q_low)
for t in np.linspace(0, 2 * t_revival, 201):
    simple = np.exp(2j * np.pi * p_value * t) * np.cos(2 * np.pi * q_value * t)
    # corrections are a few times x^2, about 1e-6
    assert abs(full_signal(t) - simple) < 1e-5
    assert abs(abs(full_signal(t)) - abs(np.cos(2 * np.pi * q_low * t))) < 1e-5

# Gaussian field spread that reduces the revival to exp(-1/2)
slope = g_i * mu - (g_j - g_i) * mu / 4           # Hz/G
sigma = 1 / (2 * np.pi * abs(slope) * t_revival)
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
fields = field + sigma * nodes
average = np.sum(weights * np.exp(2j * np.pi * p_of(fields) * t_revival)
                 * np.cos(2 * np.pi * q_of(fields) * t_revival))
average = abs(average) / weights.sum()
assert abs(average - np.exp(-0.5)) < 1e-4

print(f"Bohr magneton / h: {mu/1e6:.6f} MHz/G")
print(f"model gJ: {g_j:.6f}, gI: {g_i:.4f}")
print(f"model splitting Delta/h: {splitting/1e9:.3f} GHz")
print(f"model field B: {field:.3f} G")
print(f"field parameter x: {x_of(field):.4e}")
print(f"linear coefficient p/h: {p_value/1e6:.6f} MHz")
print(f"quadratic coefficient q/(h B^2): {coefficient:.3f} Hz/G^2")
print(f"q/h from closed-form levels: {q_value:.3f} Hz")
print(f"relative correction to q at 50 G: {deviation50:.3e}")
print(f"collapse time: {t_collapse*1e3:.4f} ms")
print(f"revival time: {t_revival*1e3:.4f} ms")
print(f"Larmor turns before collapse: {abs(p_value)*t_collapse:.1f}")
print("eight-state amplitude |<F_x+iF_y>| (units of hbar):")
for fraction in (0, 0.25, 0.5, 0.75, 1):
    t = fraction * t_revival
    print(f"  t = {t*1e3:.4f} ms: {abs(full_signal(t)):.5f}")
print(f"60 deg tilt, initial amplitude: {scan[0]:.4f} hbar")
print(f"60 deg tilt, minimum amplitude: {min(scan):.4f} hbar")
print(f"spin length at collapse: {np.linalg.norm(mean_spin):.4f} hbar")
print("director at collapse (x,y,z): "
      + ", ".join(f"{v + 0.0:.4f}" for v in np.round(director, 10)))
print(f"rotating-frame F_x at revival: {revived_x:.4f} hbar")
print(f"field spread for exp(-1/2) revival: {sigma*1e6:.2f} microgauss")
print(f"averaged revival amplitude at that spread: {average:.4f} hbar")

# Coefficients supplied by the topic, compared with rough splittings
for name, k, rough_ghz in (("rubidium-87", 72.0, 6.8),
                           ("sodium", 277.0, 1.8)):
    implied_ghz = (g_j * mu) ** 2 / (16 * k) / 1e9
    # half a unit in the last digit of the rough value
    assert abs(implied_ghz - rough_ghz) < 0.05
    print(f"{name}: given q/(h B^2) = {k:.0f} Hz/G^2")
    print(f"  implied splitting: {implied_ghz:.3f} GHz"
          f" (rough size {rough_ghz:.1f} GHz)")
    print(f"  collapse at 1 G: {1e3/(4*k):.3f} ms")
    print(f"  revival at 1 G: {1e3/(2*k):.3f} ms")

print("done: every assertion held")
```

Output:

```
Bohr magneton / h: 1.399624 MHz/G
model gJ: 2.002319, gI: -0.0010
model splitting Delta/h: 5.000 GHz
model field B: 1.000 G
field parameter x: 5.6078e-04
linear coefficient p/h: -0.702373 MHz
quadratic coefficient q/(h B^2): 98.273 Hz/G^2
q/h from closed-form levels: 98.273 Hz
relative correction to q at 50 G: -9.330e-04
collapse time: 2.5439 ms
revival time: 5.0879 ms
Larmor turns before collapse: 1786.8
eight-state amplitude |<F_x+iF_y>| (units of hbar):
  t = 0.0000 ms: 1.00000
  t = 1.2720 ms: 0.70711
  t = 2.5439 ms: 0.00000
  t = 3.8159 ms: 0.70711
  t = 5.0879 ms: 1.00000
60 deg tilt, initial amplitude: 0.8660 hbar
60 deg tilt, minimum amplitude: 0.4330 hbar
spin length at collapse: 0.0000 hbar
director at collapse (x,y,z): 0.0000, 0.7071, -0.7071
rotating-frame F_x at revival: -1.0000 hbar
field spread for exp(-1/2) revival: 44.54 microgauss
averaged revival amplitude at that spread: 0.6065 hbar
rubidium-87: given q/(h B^2) = 72 Hz/G^2
  implied splitting: 6.818 GHz (rough size 6.8 GHz)
  collapse at 1 G: 3.472 ms
  revival at 1 G: 6.944 ms
sodium: given q/(h B^2) = 277 Hz/G^2
  implied splitting: 1.772 GHz (rough size 1.8 GHz)
  collapse at 1 G: 0.903 ms
  revival at 1 G: 1.805 ms
done: every assertion held
```
